\section*{Tunnelling splitting of the two-site Holstein model at Huang-Rhys factor one}

\section*{Question}

I am working on an exercise about one electron on two equivalent sites, each carrying its own harmonic oscillator:
\begin{equation}
H=-t\bigl(|1\rangle\langle2|+|2\rangle\langle1|\bigr)+\hbar\omega\sum_{i=1}^{2}b_i^\dagger b_i+g\hbar\omega\sum_{i=1}^{2}n_i\,(b_i+b_i^\dagger),
\label{H}
\end{equation}
with $n_i=|i\rangle\langle i|$ and $t>0$. The Huang-Rhys factor per site is $S=g^2=1$. I am asked to diagonalize the model and to show that the lowest tunnelling splitting approaches $2t\,e^{-1}$ when $t/\hbar\omega\to0$.

I cannot settle the exponent. The overlap of a displaced and an undisplaced oscillator gives me $e^{-1/2}$. When I count the phonons created by a sudden transfer I find two on average, which made me write $e^{-2}$. I am also worried about second-order terms of size $t^2/\hbar\omega$: why don't they spoil the result? And would the splitting mean anything for a hole on two molecules in a real organic film?

\section*{Answer}

The splitting itself vanishes with $t$, so the precise claim concerns a ratio. Let $\Delta$ be the difference of the two lowest eigenvalues and $u=t/\hbar\omega$. What has to be shown is $\Delta/(2t)\to e^{-S}$ as $u\to0$ at fixed $S$.

\subsection*{The exponent}

Both oscillators must rearrange when the electron moves. With $b=(x+ip)/\sqrt2$, completing the square on an occupied site gives
\[
b^\dagger b+g(b+b^\dagger)=(b^\dagger+g)(b+g)-g^2 .
\]
The site relaxes by $S\hbar\omega$, and its oscillator is displaced by a distance $d=\sqrt2\,g$ in $x$. The overlap of the displaced and undisplaced ground states is
\begin{equation}
\int\frac{dx}{\sqrt\pi}\,e^{-x^2/2-(x-d)^2/2}
=e^{-d^2/4}\int\frac{dx}{\sqrt\pi}\,e^{-(x-d/2)^2}=e^{-S/2}.
\end{equation}
One such factor comes from the site that the electron leaves and one from the site that it enters. The product is $e^{-S}$, or $0.3679$ at $S=1$. Your $e^{-1/2}$ counts one site; your $e^{-2}$ will turn out to be a probability, the square of the required amplitude.

This estimate uses the two displaced ground states alone. The diagonalization shows what the other states do.

\subsection*{Reduction to two tridiagonal matrices}

Put $b_1=(b_++b_-)/\sqrt2$ and $b_2=(b_+-b_-)/\sqrt2$. The phonon number keeps its form, $b_+^\dagger b_++b_-^\dagger b_-$, and the coupling becomes
\[
\frac{g\hbar\omega}{\sqrt2}\Bigl[(n_1+n_2)(b_++b_+^\dagger)+(n_1-n_2)(b_-+b_-^\dagger)\Bigr].
\]
Since $n_1+n_2=1$, the sum mode feels a constant force wherever the electron is. It contributes $-S\hbar\omega/2$ plus whole quanta, and it does not affect tunnelling. Write $b$ for $b_-$, $\sigma_z=n_1-n_2$, $\sigma_x=|1\rangle\langle2|+|2\rangle\langle1|$ and $\lambda=g/\sqrt2$. In units of $\hbar\omega$ the rest is
\begin{equation}
h=-u\sigma_x+b^\dagger b+\lambda\sigma_z(b+b^\dagger).
\end{equation}

Let $\Pi=(-1)^{b^\dagger b}$. Exchanging the sites reverses $\sigma_z$, and $\Pi$ reverses $b$, so $\sigma_x\Pi$ commutes with $h$. Its eigenvalue is $p=\pm1$, with basis states
\begin{equation}
|n;p\rangle=\frac{|1\rangle+p(-1)^n|2\rangle}{\sqrt2}\,|n\rangle .
\end{equation}
Here $\sigma_x$ multiplies $|n;p\rangle$ by $p(-1)^n$. The operator $\sigma_z$ reverses the relative sign of the two sites, which is the sign required at $n\pm1$, so $\sigma_z(b+b^\dagger)$ acts as an ordinary ladder operator within the sector. Therefore
\begin{equation}
h_p=b^\dagger b+\lambda(b+b^\dagger)-pu\,\Pi
=\begin{pmatrix}
-pu&\lambda&0&\cdots\\
\lambda&1+pu&\sqrt2\lambda&\cdots\\
0&\sqrt2\lambda&2-pu&\cdots\\
\vdots&\vdots&\vdots&\ddots
\end{pmatrix}.
\label{tri}
\end{equation}
At $S=1$, $\lambda=1/\sqrt2$. Truncating (\ref{tri}) at a few tens of phonons and diagonalizing it for $p=\pm1$ gives the low levels numerically.

\subsection*{Parity between displaced states}

At $u=0$, completing the square gives $h_p=(b^\dagger+\lambda)(b+\lambda)-\lambda^2$, with levels $n-S/2$. The eigenstates are $|\tilde n\rangle=D(-\lambda)|n\rangle$, where $D(\beta)=e^{\beta(b^\dagger-b)}$ shifts $b$ by $\beta$. Because $\Pi b\Pi=-b$, we have $\Pi D(-\lambda)=D(\lambda)\Pi$, and
\begin{equation}
M_{mn}\equiv\langle\tilde m|\Pi|\tilde n\rangle
=\langle m|D(\lambda)D(\lambda)\Pi|n\rangle=(-1)^n\langle m|D(\alpha)|n\rangle,
\qquad \alpha=2\lambda=\sqrt{2S}.
\end{equation}
Now use $D(\alpha)=e^{-\alpha^2/2}e^{\alpha b^\dagger}e^{-\alpha b}$, with $\alpha^2/2=S$. The right factor lowers $|n\rangle$ to $|k\rangle$ with amplitude $(-\alpha)^{n-k}\sqrt{n!/k!}/(n-k)!$, and the left factor raises $|k\rangle$ to $|m\rangle$ with amplitude $\alpha^{m-k}\sqrt{m!/k!}/(m-k)!$. The signs combine to $(-1)^n(-1)^{n-k}=(-1)^k$:
\begin{equation}
M_{mn}=e^{-S}\sum_{k=0}^{\min(m,n)}\frac{(-1)^k\alpha^{m+n-2k}\sqrt{m!\,n!}}{k!\,(m-k)!\,(n-k)!}.
\label{M}
\end{equation}
In particular,
\begin{equation}
M_{00}=e^{-S},\qquad M_{n0}=e^{-S}\frac{(2S)^{n/2}}{\sqrt{n!}} .
\end{equation}
The probabilities $F_n=M_{n0}^2=e^{-2S}(2S)^n/n!$ form a Poisson distribution with mean $2S$. These are your two phonons at $S=1$. The probability of creating none is $e^{-2S}$, but a level splitting contains the amplitude, $e^{-S}$.

\subsection*{Proof of the limit}

Write an eigenvalue of $h_p$ as $-S/2+e$. In the displaced basis let $c_0$ be the amplitude of $|\tilde0\rangle$ and $\mathbf c$ the vector of the others. Let $N$ and $M'$ be the number and parity matrices restricted to $n\ge1$, and let $w_n=M_{n0}$. The eigenvalue equations are
\begin{align}
-pu\,e^{-S}c_0-pu\,w^{T}\mathbf c&=e\,c_0,\\
-pu\,w\,c_0+(N-puM')\mathbf c&=e\,\mathbf c .
\end{align}
Solving the second for $\mathbf c$ and inserting it in the first, with $p^2=1$, gives
\begin{equation}
e=-pu\,e^{-S}-u^2\,w^{T}(N-puM'-e)^{-1}w .
\label{schur}
\end{equation}

Take the lowest level of the sector and $u<1/2$. Using $|\tilde0\rangle$ as a trial state gives $e\le-pu\,e^{-S}\le u$. Parity has eigenvalues $\pm1$, so $N-puM'\ge1-u$. If $c_0$ were zero, $e$ would be an eigenvalue of that block and would be at least $1-u>u$, a contradiction. The elimination is therefore legitimate. Moreover $N-puM'-e\ge1-2u>0$, so the inverse in (\ref{schur}) is positive and at most $1/(1-2u)$. Since $\sum_nF_n=1$, we also have $w^Tw=1-e^{-2S}$. Hence
\begin{equation}
0\le-pu\,e^{-S}-e\le R,\qquad R=\frac{u^2(1-e^{-2S})}{1-2u}.
\label{R}
\end{equation}

These two sector ground states are the lowest pair of the full model. The term $-pu\Pi$ moves each ordered level of $h_p$ by at most $u$, so the second level of a sector has $e\ge1-u$. Adding a sum-mode quantum to a state with $e\ge-u$ also gives at least $1-u$. Both exceed $u$.

Subtracting the two sectors gives $e_--e_+=2ue^{-S}+\delta$ with $|\delta|\le R$. For small $u$ this is positive and equals $\Delta/\hbar\omega$. Dividing by $2u$,
\begin{equation}
\left|\frac{\Delta}{2t}-e^{-S}\right|\le\frac{u(1-e^{-2S})}{2(1-2u)}\xrightarrow[u\to0]{}0 .
\label{bound}
\end{equation}
At $S=1$ the limit is $e^{-1}$, as required.

\subsection*{What happens to the second-order terms}

They are present, but they are equal in the two sectors. Expand the inverse in (\ref{schur}) as $N^{-1}+N^{-1}(puM'+e)N^{-1}+\dots$ and insert $e=-pu\,e^{-S}+O(u^2)$:
\begin{equation}
e=-pu\,e^{-S}-Au^2-pBu^3+O(u^4),
\end{equation}
\begin{align}
A&=w^TN^{-1}w=e^{-2S}\sum_{n\ge1}\frac{(2S)^n}{n\,n!},\\
B&=w^TN^{-1}M'N^{-1}w-e^{-S}w^TN^{-2}w .
\end{align}
The matrix $h_p$ contains $p$ and $u$ only through $pu$, so $e_--e_+$ is odd in $u$. The common shift $-Au^2$ cancels, as do all higher even powers, leaving
\begin{equation}
\frac{\Delta}{2t}=e^{-S}+Bu^2+O(u^4).
\label{series}
\end{equation}
At $S=1$ the sums give $A=0.4986$ and $B=-0.1632$. Diagonalizing the original two-mode Hamiltonian (\ref{H}) at $S=1$ gives the following values:
\begin{center}
\begin{tabular}{ccccc}
$u$&$\Delta/(2t)$&$\Delta/(2t)-e^{-1}$&$Bu^2$&bound (\ref{bound})\\
0.4&0.3447&$-2.3\times10^{-2}$&$-2.6\times10^{-2}$&0.86\\
0.1&0.3663&$-1.62\times10^{-3}$&$-1.63\times10^{-3}$&0.054\\
0.01&0.36786&$-1.63\times10^{-5}$&$-1.63\times10^{-5}$&0.0044
\end{tabular}
\end{center}
The bound proves convergence but greatly overestimates the error, because it does not use the cancellation.

\subsection*{Which quantity is held fixed}

The limit $e^{-1}$ requires $S=1$ to stay fixed. If $\omega$ is raised at fixed relaxation energy $E_r=S\hbar\omega$, then $S=E_r/\hbar\omega$ tends to zero. The bound (\ref{bound}) still applies, and $\Delta/(2t)\to1$: a sufficiently fast oscillator then no longer reduces the splitting.

For large $u$ at fixed $S$ the formula fails. One sum-mode quantum on top of the ground state is always an eigenstate, so $\Delta\le\hbar\omega$ and $\Delta/(2t)\le1/(2u)$. The ratio must therefore lie below $e^{-1}$ once $u>e/2\approx1.36$. The actual departure begins well before that: at $S=1$ diagonalization gives $0.334$ at $u=0.5$, $0.274$ at $u=1$ and $0.236$ at $u=1.36$.

\subsection*{A hole on two molecules}

For neighbouring molecules in an amorphous arylamine film, take the rough values $\hbar\omega=160$ meV for an effective intramolecular mode, $S=1$ and $t=5$ meV. The reorganization energy of both molecules is then $2S\hbar\omega=320$ meV, a few tenths of an eV, as is reasonable for such molecules. With $u=5/160=0.03125$,
\begin{align}
2t\,e^{-1}&=10\ \text{meV}\times0.36788=3.6788\ \text{meV},\\
2t\,Bu^2&=10\ \text{meV}\times(-0.1632)\times(0.03125)^2=-0.0016\ \text{meV}.
\end{align}
The sum, $3.6772$ meV, agrees with full diagonalization to the digits shown. The limiting formula is thus $0.04\,\%$ above the model's $\Delta$. The extra digits serve this comparison alone; with such rough inputs the result is $\Delta\approx3.7$ meV, or $\Delta/h\approx0.89$ THz. Even this depends strongly on the choice of effective mode, because $S$ stands in an exponent: at the same reorganization energy of 320 meV, a quantum of 120 or 200 meV would give $\Delta\approx2.6$ or $4.5$ meV.

Of the effects estimated here, the largest comes from unequal site energies. With independent site disorder of roughly 100 meV, the rms energy difference is $\sqrt2\times100=141$ meV. Let site 2 lie higher by $\varepsilon$. To first order in $t$, the ground state on site 1 acquires amplitude $t\sqrt{F_n}/(\varepsilon+n\hbar\omega)$, up to a sign, on site 2 with $n$ quanta. Its weight there is
\begin{equation}
P_2\simeq t^2\sum_{n\ge0}\frac{F_n}{(\varepsilon+n\hbar\omega)^2}.
\end{equation}
At $\varepsilon=141$ meV this gives $2.9\times10^{-4}$, as does diagonalization, compared with $1/2$ for equal sites. The gap is then 141 meV and is set by the disorder. This holds for $\varepsilon<\hbar\omega$; at larger detuning, about a quarter of the pairs here, the lowest excitation is a vibrational quantum of about 160 meV. At this typical detuning the hole is localized on one molecule. Pairs whose site energies happen to agree within a few meV still share the hole, but they are a small minority. The 3.7 meV splitting therefore belongs to an ideal symmetric pair and should not be expected as a resolved line in the film.

Even without disorder, a field of 0.1 MV/cm along a 1 nm spacing gives $\varepsilon=10$ meV. For $\varepsilon,t\ll\hbar\omega$ the two displaced ground states form a two-level system with coupling $-te^{-S}\simeq-\Delta/2$, so the gap is $\sqrt{\varepsilon^2+\Delta^2}=10.7$ meV. Diagonalization gives $10.6$ meV, with $3\,\%$ of the weight on the higher site.

Slow modes also detune the pair. Treat one as a classical coordinate $q$ with energies $q^2/2$ and $(q-a)^2/2$ for the two hole positions, and reorganization energy $\Lambda=a^2/2$. The energy difference is $\Lambda-aq$. Thermal motion gives $q$ the variance $k_BT$, so the difference has standard deviation $a\sqrt{k_BT}=\sqrt{2\Lambda k_BT}$. For an assumed $\Lambda=20$ meV at 300 K this is 32 meV, about nine times $\Delta$. The classical picture leaves out a second effect: a quantized slow mode of quantum $\hbar\Omega$ also multiplies the splitting of the ideal pair by roughly its own overlap factor, $e^{-\Lambda/(2\hbar\Omega)}$, when the splitting left by the fast mode is small compared with $\hbar\Omega$. For $\Lambda=20$ meV and $\hbar\Omega=10$ meV, diagonalization with both modes gives $1.3$ meV instead of $3.7$ meV.

Temperature does not change $\Delta$ itself, which is a difference of eigenvalues. It changes the thermal mean of the overlap $\langle n|D(\alpha)|n\rangle$, but only from $0.368$ to $0.366$ for the 160 meV mode at 300 K. A mode with $\hbar\Omega<k_BT$ is different. For the 10 meV mode above the overlaps change sign with $n$ ($0.368,-0.368,-0.368,-0.123,\dots$), only $32\,\%$ of the population has $n=0$ at 300 K, and the thermal mean falls to $0.005$. The $1.3$ meV splitting of the lowest doublet is then not representative of the thermally occupied levels. Two further effects, estimated one at a time, rescale $\Delta$. A mode frequency $5\,\%$ lower on the charged molecule, at the same displacement, changes the overlap factor from $0.368$ to $0.377$. Changing $t$ by $\mp50\,\%$ with the other parameters fixed gives $\Delta=1.8$ or $5.5$ meV.

\section*{Table of computed values}
\begin{verbatim}
Huang-Rhys factor per site S = 1.0
one-site overlap (quadrature) = 0.606531
two-site overlap (quadrature) = 0.367879
exp(-S) = 0.367879
t/(hbar omega), Delta/(2t) full model, minus exp(-S), bound:
   0.400  0.3446979  -2.32e-02  8.65e-01
   0.200  0.3615534  -6.33e-03  1.44e-01
   0.100  0.3662602  -1.62e-03  5.40e-02
   0.030  0.3677326  -1.47e-04  1.38e-02
   0.010  0.3678631  -1.63e-05  4.41e-03
   0.001  0.3678793  -1.63e-07  4.33e-04
S, Delta/(2t) at t/(hbar omega)=0.001, exp(-S):
  0.5  0.606530  0.606531
  2.0  0.135335  0.135335
B from sums = -0.16323; from eigenvalues = -0.16323
common shift/(hbar omega u^2): sum -0.49856, levels -0.49855
mode quantum = 160 meV; t = 5.0 meV
t/(hbar omega) = 0.03125; relaxation energy = 160 meV
bare splitting 2t = 10.00 meV
2t exp(-1) = 3.67879 meV
with B term = 3.67720 meV
Delta, full diagonalization = 3.67720 meV
Delta/h = 0.889 THz
relative error of 2t exp(-1) = 0.0433 %
site disorder = 100 meV; rms detuning = 141.4 meV
  gap at that detuning = 141.10 meV
  weight on higher site: levels 2.920e-04, sum 2.921e-04
field 0.1 MV/cm over 1.0 nm: detuning 10.0 meV
  gap: levels 10.648 meV, two-level 10.655 meV
  weight on higher site = 0.0311
T = 300 K; kT = 25.85 meV; Delta/kT = 0.142
slow reorganization 20 meV: gap spread = 32.2 meV
thermal mean overlap: 0.36637 (zero temperature 0.36788)
t changed by -/+50 %: Delta = 1.839 / 5.513 meV
charged mode 5 % softer, same shift: overlap = 0.37731
\end{verbatim}
